# Does the mean pair conductance set the hopping conductivity?

**Q:** I am estimating the hopping conductivity of a lightly doped, partly compensated semiconductor. Carriers tunnel between impurity sites at random positions, so every pair of sites has its own conductance. A macroscopic sample contains a huge number of pairs. Surely I may average the pair conductances and treat the sample as a uniform medium with that average?

**A:** Let us first fix what is being averaged. Take sites of density $N$ at independent random positions, with the same energy $E$ in zero field. In practice, this means an energy spread much smaller than $kT$. Compensation matters because it leaves some sites empty. I use atomic units in the algebra, $e=\hbar=1$, and treat the site occupations as independent.

Near equilibrium, site $i$ has energy $E_i$, electrochemical potential $\mu_i$ and occupation

$$f_i=\frac{1}{1+e^{(E_i-\mu_i)/kT}}.$$

A spin degeneracy factor would only shift the effective level. If $\Gamma_{ij}$ is the hopping rate from $i$ to $j$, the net particle current is

$$J_{ij}=\Gamma_{ij}f_i(1-f_j)-\Gamma_{ji}f_j(1-f_i).$$

Detailed balance requires $\Gamma_{ji}/\Gamma_{ij}=e^{(E_j-E_i)/kT}$. From the occupations, using $f/(1-f)=e^{-(E-\mu)/kT}$,

$$\frac{f_j(1-f_i)}{f_i(1-f_j)}=e^{(E_i-\mu_i-E_j+\mu_j)/kT}.$$

In the product of the two ratios the site energies cancel, so

$$J_{ij}=\Gamma_{ij}f_i(1-f_j)\left[1-e^{-(\mu_i-\mu_j)/kT}\right].$$

To first order in $\mu_i-\mu_j$ the bracket is $(\mu_i-\mu_j)/kT$, and the factors in front take their equilibrium values. With the equilibrium rate $\gamma e^{-2r/a}$, where $r$ is the pair distance and $a$ the decay length of the localized state,

$$g(r)=g_0e^{-2r/a},\qquad g_0=\frac{\gamma f(1-f)}{kT}.$$

The carrier's sign drops out: it enters once in the electrical current and once in the potential energy. At $kT=0.010$ eV with the level 0.005 eV above the chemical potential, a small-bias calculation from the rates gives $g_0/\gamma=23.50\ \mathrm{eV}^{-1}$, as the formula does.

I take $\gamma$ to be common to all pairs and the decay to be isotropic. The exponent $\xi=2r/a$ then carries all the randomness.

**Q:** Good. Now put the sample in a uniform field. Each pair sees a voltage proportional to its extent along the field, and I add up the currents. What does that give?

**A:** It gives a definite quantity, and a variational principle tells us how it is related to the true conductance. Put one electrode at potential 1 and the other at 0, and define

$$P[V]=\sum_{\text{links}}g_{ij}(V_i-V_j)^2,$$

with each link counted once. Let $V^0$ obey Kirchhoff's law, $\sum_jg_{ij}(V_i^0-V_j^0)=0$, at every free site. For a trial potential $V=V^0+w$, with $w=0$ on the electrodes,

$$P[V]=P[V^0]+2\sum_iw_i\sum_jg_{ij}(V_i^0-V_j^0)+P[w].$$

The middle term vanishes: $w_i=0$ on the electrodes, and the inner sum is zero elsewhere. Since $P[w]\ge0$, the true potential minimizes $P$. The minimum is

$$P[V^0]=\sum_iV_i^0\sum_jg_{ij}(V_i^0-V_j^0)=G,$$

because only the electrode at unit potential contributes, and the current leaving it is $G$. It also follows that increasing any link conductance cannot lower $G$: it lowers $P$ for no trial potential.

Your uniform field is the trial potential $V=1-x/L$ in a sample of thickness $L$ and area $A$. A link with extent $x_{ij}$ along the field has a voltage of magnitude $|x_{ij}|/L$. Using $\sigma=GL/A$ and neglecting surface terms,

$$\sigma\le\sigma_{\rm av}=\frac{1}{AL}\sum_{\text{links}}g_{ij}x_{ij}^2.$$

There are $(N^2/2)\,4\pi r^2dr$ links per volume with length between $r$ and $r+dr$; the factor $1/2$ prevents double counting. Their directional average of $x^2$ is $r^2/3$. Thus

$$\sigma_{\rm av}=\frac{N^2}{2}\int_0^\infty g_0e^{-2r/a}\,\frac{r^2}{3}\,4\pi r^2dr
=\frac{2\pi}{3}N^2g_0\int_0^\infty r^4e^{-2r/a}dr.$$

The last integral is $4!(a/2)^5=3a^5/4$, so

$$\sigma_{\rm av}=\frac{\pi}{2}g_0N^2a^5.$$

This is your arithmetic average, with the weight $x^2$ that a uniform field requires. It is an upper bound.

**Q:** An upper bound can still be a good estimate. Why should this one be bad?

**A:** Look at which links supply it. The integrand $r^4e^{-2r/a}$ has its maximum where $4/r=2/a$, at $r=2a$. In a dilute system, with $N^{1/3}a\ll1$, that is far below the typical spacing $N^{-1/3}$. Such close pairs are rare and mostly isolated. To cross the sample, a carrier must also make the long hops between them.

Take round model parameters, $N=10^{-7}$ Å$^{-3}$ and $a=20$ Å. The spacing $N^{-1/3}$ is 215 Å, while the average draws most strongly on pairs 40 Å apart. The formula gives

$$\sigma_{\rm av}=\frac{\pi}{2}(10^{-7})^2(20)^5g_0
=5.0\times10^{-8}\ g_0/\text{Å},$$

and an explicit sum over random pairs agrees.

The uniform-field potential makes each close pair carry a large current. Kirchhoff's law does not allow this: the current must enter and leave through much weaker links. In the true solution the two sites of a close pair sit at nearly the same potential.

**Q:** Then the long hops are in series with the short ones. Should I average resistances instead?

**A:** That errs in the other direction. The mean of $e^{2r/a}$ over all pairs out to a distance $R$ grows without limit as $R$ increases. Yet including more distant pairs adds conductors, which cannot lower $G$. A very long link does no harm, because the current goes around it.

So we need to know how long a link the current cannot avoid. For a finite sample, consider every path between the electrodes and note its longest link. Choose the path for which this longest link is as short as possible, and call that length $r_s$, with $\xi_s=2r_s/a$.

**Q:** You have selected one path out of very many. How can it say anything about the conductance of the whole network?

**A:** It gives bounds on both sides. For the lower bound, keep that path and delete everything else. Deletion cannot raise the conductance. If the path has $n$ links, none longer than $r_s$, their series resistance gives

$$G\ge\left[\sum_{\rm path}\frac{1}{g_{ij}}\right]^{-1}\ge\frac{g_0e^{-\xi_s}}{n}.$$

For the upper bound, use only links shorter than $r_s$. They cannot connect the electrodes, or there would be a path with a shorter longest link. Let $S$ be the set of sites they connect to the first electrode. Take the trial potential $V=1$ on $S$ and $V=0$ elsewhere. Only links crossing the boundary of $S$ contribute to $P$, and each is at least $r_s$ long. If there are $M$ of them,

$$G\le\sum_{\rm cut}g_{ij}\le Mg_0e^{-\xi_s}.$$

Taking logarithms of the two results,

$$-\ln M\le-\ln(G/g_0)-\xi_s\le\ln n.$$

For a fixed set of sites, $n$ and $M$ do not depend on $a$. As $a$ decreases, $\xi_s$ grows while the error in $-\ln(G/g_0)\simeq\xi_s$ stays bounded.

One slab with the parameters above has $\xi_s=19.45$. Its path has 30 links, and 7456 links cross the cut, after links longer than three spacings have been dropped. The sums over path and cut give, in units of $g_0$,

$$1.4\times10^{-9}\le G\le5.4\times10^{-8},$$

and the solution of the full network is $G=8.5\times10^{-9}$. For comparison, $e^{-19.45}=3.6\times10^{-9}$.

**Q:** But $n$ and $M$ grow with sample size. For a macroscopic sample at fixed $a$, your logarithms could become as large as you like.

**A:** Yes, those bounds alone do not settle the macroscopic case. For that we need percolation. Let $r_c$ be the threshold length: links shorter than a limit $R$ form an infinite connected cluster if $R>r_c$, but only finite clusters if $R<r_c$. I use two standard facts about this random-site problem: above the threshold, a network of equal conductors has a positive conductivity; below it, cluster sizes have finite moments.

Choose a small $\delta>0$. For a lower bound, keep only links shorter than $r_c+\delta$, and reduce each to the smallest conductance in that set. This is a network of equal conductors above threshold, so

$$\sigma\ge g_0B_-(\delta)e^{-2(r_c+\delta)/a},$$

where $B_->0$ depends on geometry but not on $a$.

For an upper bound, group the sites into the finite clusters formed by links shorter than $r_c-\delta$. Give all sites of one cluster the same trial potential: the uniform-field value at the cluster's center. Links inside a cluster then contribute nothing. A link between clusters has $r\ge r_c-\delta$ and a voltage no larger than $(r+D_i+D_j)/L$, where $D_i$ and $D_j$ are the diameters of the clusters it joins. For all $a$ below some fixed $a_0$,

$$e^{-2r/a}\le e^{-2(r_c-\delta)/a}\,e^{-2(r-r_c+\delta)/a_0}.$$

The second factor makes the sum over distant links converge, and the finite moments control the diameters. Hence

$$\sigma\le g_0B_+(\delta)e^{-2(r_c-\delta)/a},$$

with $B_+$ finite and independent of $a$. Now take $-(a/2)\ln$ of both bounds, with $\sigma$ measured in units of $g_0N^{1/3}$. As $a\to0$ at fixed $N$, the prefactors drop out, and the result lies between $r_c-\delta$ and $r_c+\delta$. Since $\delta$ can then be made arbitrarily small,

$$-\ln\frac{\sigma}{g_0N^{1/3}}=\frac{2r_c}{a}+\text{terms small compared with }\frac{2r_c}{a}.$$

The argument fixes the leading exponent, not the prefactor.

**Q:** How large is $r_c$?

**A:** The density supplies the only length in the geometry, so $r_c=CN^{-1/3}$ with a pure number $C$. To find it, increase the permitted link length in a periodic box until a cluster first winds around the box. Boxes of 27000 sites give $C=0.868$, with a statistical error of 0.001; boxes of 8000 sites give 0.861. The two values differ by about one percent, so I would use $C\approx0.87$. The exponential factor is

$$\sigma\propto\exp\left(-\frac{1.74}{N^{1/3}a}\right).$$

At our density $r_c=187$ Å, and for $a=20$ Å the critical exponent is $\xi_c=2\times187/20=18.7$. The threshold is visible in the clusters. With links up to $0.9r_c$, the largest cluster holds 0.4% of the sites; with links up to $1.1r_c$ it holds 91%.

Now compare this with your average. Links shorter than $r_c/2$ supply 96% of $\sigma_{\rm av}$, yet the largest cluster they form in any of the large boxes has 9 sites.

**Q:** So how wrong is the average in numbers?

**A:** I solved Kirchhoff's equations for five random slabs, each 1720 Å thick and with a square cross-section of the same side. For such a cube the average predicts $G_{\rm av}=\sigma_{\rm av}L$. At $a=20$ Å this is $5.03\times10^{-8}\times1723.5\,g_0=8.7\times10^{-5}g_0$. The typical conductance below is the exponential of the mean of $\ln G$, and $\xi_s$ is averaged over the slabs.

| $a$ (Å) | $\xi_s$ | typical $G/g_0$ | $G_{\rm av}/G$ |
|---:|---:|---:|---:|
| 40 | 9.6 | $1.7\times10^{-4}$ | 16 |
| 20 | 19.2 | $7.8\times10^{-9}$ | $1.1\times10^4$ |
| 10 | 38.3 | $2.9\times10^{-17}$ | $9\times10^{10}$ |
| 5 | 76.6 | $6\times10^{-34}$ | $1.4\times10^{26}$ |

The last row probes the limit; so small a conductance is not a practical prediction. The slabs are few and small: at $a=10$ Å their different $r_s$ alone spread $\xi_s$ over about 2.5 units, so the last two rows give orders of magnitude only. From $a=10$ to 5 Å, the slope of $\ln G$ against $\xi_s$ is $-1.00$. The average falls only by $2^5=32$ in that step.

The slabs have their own thresholds, from 185 to 197 Å with a mean of 192 Å, so I compare each with its own $\xi_s$. The bulk value of 187 Å lies within this range. Even the difference of 4.5 Å between the means changes $\xi$ by 0.45 at $a=20$ Å, a factor of about 1.6 in the exponential.

**Q:** Does the whole current really pass through one critical link? That seems odd for a large sample.

**A:** It would be odd, and it is not what the result says. In a macroscopic sample, the critical link stands for a class of links with $\xi$ near $\xi_c$, spread throughout the current-carrying network. We can measure the importance of each link. Since $G$ is the minimum of $P$, a small change in $g_b$ has no first-order effect through the potentials. Only the explicit dependence remains:

$$\frac{\partial G}{\partial g_b}=(\Delta V_b)^2,
\qquad
\frac{\partial\ln G}{\partial\ln g_b}=\frac{g_b(\Delta V_b)^2}{G}=p_b.$$

Here $\Delta V_b$ is the voltage across link $b$, and $p_b$ is its share of the dissipated power. The shares add to one. At $a=20$ Å, links within three units of $\xi_s$ dissipate 86% of the power on average. Links shorter than $r_s/2$ dissipate a fraction $1.6\times10^{-5}$.

A direct intervention separates the two pictures. Make every link shorter than $r_s/2$ a thousand times more conducting. The uniform-field average rises by a factor of 955, while the true $G$ rises by about 0.002%. Instead, make the links within three units of $\xi_s$ ten times more conducting: $G$ rises by a factor of 7.6.

The same shares explain the small correction to the exponent. Because $\ln g_b=\ln g_0-(2/a)r_b$, the chain rule gives

$$\frac{d\ln G}{d(2/a)}=-\sum_bp_br_b.$$

At $a=20$ Å the power-weighted length is 196 Å, slightly above the mean $r_s$ of 192 Å. Thus $\ln(G/g_0)$ falls slightly faster than $-\xi_s$ there. Correspondingly, $\ln(G/g_0)+\xi_s$ decreases from 0.92 at $a=40$ Å to 0.16 at 5 Å.

**Q:** Could I tell the two pictures apart by changing the doping rather than the decay length?

**A:** Yes, if $g_0$ and $a$ stay fixed. The average gives $d\ln\sigma_{\rm av}/d\ln N=2$. For the percolation exponential,

$$\frac{d}{d\ln N}\left(-\frac{2C}{aN^{1/3}}\right)=\frac{2C}{3aN^{1/3}}=\frac{\xi_c}{3},$$

which is 6.2 at our parameters. Doubling $N$ lowers $\xi_c$ from 18.7 to $18.7/2^{1/3}=14.8$, so the exponential factor rises by $e^{3.9}\approx50$. The average rises by a factor of 4. The percolation prefactor also depends on density, so 50 is not the complete conductivity ratio. In a real sample, a change in compensation would also alter $g_0$.

**Q:** When may I still use my average, and when does your formula fail?

**A:** The average is accurate when the true potential is close to the uniform-field one, which, for sites at random positions, requires each site to have many comparable links. Dilute hopping is the opposite case. Even at $a=40$ Å, where $N^{1/3}a=0.19$, the average is too large by a factor of 16. Increasing the overlap further gives each site more comparable links and brings the average closer to the true value, but eventually undermines the model of independent localized sites itself.

The distance-only exponent needs a correction of order one when site energies differ by amounts comparable with $kT$. For a spread of several $kT$ the correction is roughly the mean pair activation energy divided by $kT$, added to $2r_c/a$; the distance term itself changes only when this correction is no longer small compared with $\xi_c$. In a compensated semiconductor, the fields of charged impurities cause such differences. With a dielectric constant of 12, one elementary charge at a distance of 215 Å shifts a level by 5.6 meV, which is not small compared with the $kT$ of 10 meV used above. That value (116 K) served only to evaluate $g_0$. A hydrogenic donor with $a=20$ Å and this dielectric constant is bound by $e^2/2\varepsilon a=30$ meV, so at 116 K carriers excited into the band carry the current. Hopping dominates only below roughly 20 K, where 5.6 meV is about $3kT$ or more. The equal-energy model therefore isolates the effect of random distances; it is not a quantitative description of such a sample. With unequal energies the exponent contains an activation term,

$$\xi_{ij}=\frac{2r_{ij}}{a}+\frac{\varepsilon_{ij}}{kT},$$

where $\varepsilon_{ij}$ is the activation energy of the pair. If the conductances can be written as $e^{-\xi_{ij}}$ times a prefactor common to all pairs, the path and cut bounds still hold for a finite network, with links ordered by $\xi_{ij}$ instead of $r_{ij}$. This prefactor is no longer the $g_0$ defined above, because $f(1-f)$ now differs from site to site. But the threshold must be found again, and it depends on temperature; the value $C\approx0.87$ no longer gives the full exponent. Correlated impurity positions likewise call for a new threshold calculation. Anisotropic decay need not: if $\xi=2\sqrt{x^2/a_x^2+y^2/a_y^2+z^2/a_z^2}$ for every pair, rescaling the axes at fixed volume restores the isotropic problem, with the same $C$ and with $a$ replaced by $(a_xa_ya_z)^{1/3}$.

**Q:** Then my mistake was to think that a large number of pairs justifies the average.

**A:** A large sample does make the sum over pairs well defined, and that sum is $\sigma_{\rm av}$. It does not make the electric field uniform on the scale of the hops. The current has to be continuous from one electrode to the other, so the conductivity depends on how the links connect as well as on how many there are of each strength. The numerical output below gives the values for both.

## Calculated quantities

```
Pair test: kT = 0.010 eV, T = 116.0 K
Pair test: level minus chemical potential = 0.005 eV
g0/gamma from rates = 23.5005 1/eV
g0/gamma from formula = 23.5004 1/eV
Site density N = 1.0e-07 1/angstrom^3
Spacing N^(-1/3) = 215.44 angstrom
Main decay length a = 20.0 angstrom
Periodic boxes: 8 of 27000 sites
C = r_c N^(1/3), boxes of 8000 sites = 0.8613
C, boxes of 27000 sites = 0.8684 +/- 0.0012
Exponent coefficient 2C = 1.737
Percolation length r_c = 187.1 angstrom
Critical exponent xi_c at main a = 18.71
exp(-xi_c) at main a = 7.497e-09
Largest cluster share at 0.9 r_c = 0.0043
Largest cluster share at 1.1 r_c = 0.9068
Average sigma, pair sum = 5.038e-08 g0/angstrom
Average sigma, formula = 5.027e-08 g0/angstrom
Share of average from r < r_c/2, pair sum = 0.956
Same share, formula = 0.956
Largest cluster of links r < r_c/2 = 9 sites
Slabs: 5 of 640 sites, thickness 1723.5 angstrom
Slab r_c: mean 191.6, min 185.0, max 197.3 angstrom
First slab at main a, conductances in g0:
  path bound 1.400e-09, with 30 links
  network G  8.542e-09
  cut bound  5.398e-08, with 7456 links
  slab xi_c  19.45
Slab averages; typical G is exp(mean ln G), in g0:
  a=40 angstrom: xi_c=9.58, ln G+xi_c=0.92
    typical G=1.73e-04, average formula=2.77e-03, ratio=1.60e+01
  a=20 angstrom: xi_c=19.16, ln G+xi_c=0.49
    typical G=7.81e-09, average formula=8.66e-05, ratio=1.11e+04
  a=10 angstrom: xi_c=38.32, ln G+xi_c=0.25
    typical G=2.93e-17, average formula=2.71e-06, ratio=9.24e+10
  a=5 angstrom: xi_c=76.63, ln G+xi_c=0.16
    typical G=6.15e-34, average formula=8.46e-08, ratio=1.38e+26
Slope of ln G against xi_c, a=10 to 5 angstrom = -1.002
At main a, averages over slabs:
  power share within 3 units of xi_c = 0.864
  power share of links r < r_c/2 = 1.63e-05
  power-weighted length = 196.1 angstrom
  close links x1000: G changes by factor 1.00002
  close links x1000: average by factor 955.1
  near-critical links x10: G by factor 7.57
```
